# Why ABCABC perovskite superlattices have unequal polarisation wells and ABAB does not

## Definitions and conventions

A superlattice is stacked along $z$ from perovskite cells. Its components A, B and C differ in the cation of the AO-type plane. They are isovalent, so replacing one by another adds no layer charge. The small cation at the centre of each oxygen octahedron, called M here, is the same throughout. The in-plane lattice is common to all layers.

$E(P)$ is the energy of one period, per in-plane cell, at mean polarisation $P$ along $z$, with all other coordinates relaxed. $P$ is counted from the reference in which every M ion sits at mid-cell. The electrical boundary conditions are symmetric under $z\to-z$; unless stated otherwise, the mean electric field is zero. The stack is periodic, sharp and free of charged defects.

## What symmetry decides

A mirror perpendicular to $z$ reverses the polarisation and the order of the planes. For any stack and its reversed copy,

$$E_{\rm stack}(P)=E_{\rm reversed}(-P).$$

If the reversed stack is the original one up to a shift along $z$, the two energy functions are the same function, so $E(P)=E(-P)$.

For ABAB the reversed order is BABA, a shift of ABAB by one layer. Thicker layers change nothing: a stack that repeats one slab of A and one slab of B has a mirror at the middle of each slab, which is an AO-type plane for an odd number of planes and an M plane for an even number. This mirror exchanges the interfaces A|B and B|A, which are equivalent because both contain the same M plane.

For ABCABC the reversed order is CBACBA. In the first stack A is followed by B, in the second by C, and no shift removes this difference. Inversion and the in-plane twofold axes also reverse the order of planes, so they fail too. A search over the tetragonal operations on the full atomic lattice finds eight that reverse $z$ for AB and none for ABC.

Three qualifications follow.

- Symmetry makes $E(P)$ even for ABAB; it does not guarantee two wells. An even function may have a single minimum at $P=0$.
- For ABC, odd terms are allowed and the wells are generically unequal. Particular parameters could still make them equal by accident.
- Order matters, not the number of components. ABCB reads the same backwards up to a shift, and has eight reversing operations. If the M cation alternates together with A and B, the two interfaces differ, and even a two-component stack has none.

## How strongly the components must differ

Let $E_{\rm odd}(P)=[E(P)-E(-P)]/2$. It changes sign between ABC and CBA, and it vanishes when any two components coincide, because a stack of two alternating slabs remains.

Suppose the components differ in one scalar $b$, on which the energy depends smoothly. Then $E_{\rm odd}$ vanishes at $b_A=b_B$, at $b_B=b_C$ and at $b_C=b_A$, so it contains the factor

$$(b_A-b_B)(b_B-b_C)(b_A-b_C).$$

The asymmetry is at least of third order in the contrast. With two independent properties $x$ and $y$, a second-order term is allowed:

$$x_Ay_B-x_By_A+x_By_C-x_Cy_B+x_Cy_A-x_Ay_C .$$

It changes sign on reversal and vanishes when two components coincide. It is twice the signed area of the triangle that the components form in the $(x,y)$ plane.

## A mechanism that produces the odd term

Let M ion $i$, between planes $i$ and $i+1$, be displaced upwards by $u_i$. It moves away from plane $i$ and towards plane $i+1$. With the planes clamped, take

$$E=\sum_i\Big[V_i(u_i)+V_{i+1}(-u_i)-\tfrac{\kappa}{2}u_i^2+\tfrac J2(u_i-\bar u)^2\Big].$$

Here $V_s(x)=b_s e^{-x/\rho_s}$ is the repulsion between the ion and plane $s$ when their distance changes by $x$, $\kappa$ is the destabilising dipolar constant, and $\bar u$ is the mean displacement.

The constant $J$ is electrostatic. A cell of volume $\Omega$ has ionic polarisation $P_i=Zeu_i/\Omega$. The displacement field $\varepsilon_0\varepsilon_\infty\mathcal E_i+P_i$ is the same in every cell, and the mean field is zero, so $\mathcal E_i=-(P_i-\bar P)/(\varepsilon_0\varepsilon_\infty)$. The field energy $\varepsilon_0\varepsilon_\infty\mathcal E_i^2\Omega/2$ then gives

$$J=\frac{Z^2e^2}{\varepsilon_0\varepsilon_\infty\Omega}.$$

**Equal displacements give no asymmetry.** If every $u_i=\bar u$, the repulsion can be regrouped plane by plane:

$$\sum_i[V_i(\bar u)+V_{i+1}(-\bar u)]=\sum_s[V_s(\bar u)+V_s(-\bar u)],$$

which is even for any sequence. Each ion in ABC has unequal neighbours, but in this pair model that is not enough. The ions must also respond unequally. Many-body forces, absent here, could add a direct odd term.

**Unequal displacements do.** Write $u_i=\bar u+\delta_i$ with $\sum_i\delta_i=0$, and $p_s(x)=V_s'(x)$. The energy slope at ion $i$ for $\delta_i=0$ is

$$F_i=a_i-\kappa\bar u,\qquad a_i=p_i(\bar u)-p_{i+1}(-\bar u).$$

The differences between the $F_i$ are of first order in the contrast, and so are the $\delta_i$. To second order, the stiffness may therefore be that of the mean component, $S=J-\kappa+\bar V''(\bar u)+\bar V''(-\bar u)$. The part of the energy that depends on $\delta_i$ is $\sum_i(F_i\delta_i+S\delta_i^2/2)$. With $\bar F$ the mean of the $F_i$ over the $n$ cells, its constrained minimum is at $\delta_i=-(F_i-\bar F)/S$, and its value there is

$$\Delta E=-\frac1{2S}\sum_i(F_i-\bar F)^2=-\frac1{2S}\Big(\sum_iF_i^2-n\bar F^2\Big).$$

Now select the odd part. $S$ is even. The sum $\sum_i a_i=\sum_s[p_s(\bar u)-p_s(-\bar u)]$ is odd, so $\bar F$ is odd and $\bar F^2$ is even. In $\sum_iF_i^2=\sum_ia_i^2-2\kappa\bar u\sum_ia_i+n\kappa^2\bar u^2$ the last two terms are even. The first is

$$\sum_ia_i^2=\sum_s[p_s(\bar u)^2+p_s(-\bar u)^2]-2\sum_ip_i(\bar u)\,p_{i+1}(-\bar u),$$

whose first sum is even. Split $p_s(\bar u)=e_s+o_s$ into even and odd parts, so that $p_s(-\bar u)=e_s-o_s$. The odd part of $(e_i+o_i)(e_{i+1}-o_{i+1})$ is $o_ie_{i+1}-e_io_{i+1}$. Hence

$$E_{\rm odd}=G\sum_i(o_ie_{i+1}-e_io_{i+1}),\qquad G=\frac1S .$$

This is the triangle area found by symmetry, with $x=o$ and $y=e$. Equal neighbours contribute nothing, and the interfaces A|B and B|A cancel. At this order and at fixed $\bar u$, thicker layers leave the odd energy per period unchanged, so the bias field falls as the inverse of the number of cells per period.

For the exponential repulsion let $f_s=b_s/\rho_s$. Then $e_s=-f_s\cosh(\bar u/\rho_s)$ and $o_s=f_s\sinh(\bar u/\rho_s)$, and each term becomes

$$o_ie_j-e_io_j=f_if_j\sinh\!\left(\frac{\bar u}{\rho_j}-\frac{\bar u}{\rho_i}\right).$$

With one common range $\rho$ the second-order term vanishes, and the third-order term is left.

**Relaxing the spacings.** Let the spacing of cell $i$ change by $s_i$ at fixed period, $\sum_is_i=0$, and add an elastic energy $Ks_i^2/2$ with the same $K$ for every cell. The two distance changes become $\pm u_i+s_i/2$. The slope with respect to $s_i$ is $[p_i(\bar u)+p_{i+1}(-\bar u)]/2$. Its square contains the same product $p_i(\bar u)p_{i+1}(-\bar u)$, now with a positive sign and a factor $1/4$ relative to $a_i^2$. Let $H$ be the Hessian of the mean component in $(u,s)$. The mixed element of $H^{-1}$ is odd in $\bar u$ and multiplies a sum that is also odd, so it adds an even term. The subtracted means are again even. The result is

$$G=(H^{-1})_{uu}-\tfrac14(H^{-1})_{ss}.$$

The area is unchanged, but the two responses oppose each other. Symmetry fixes where the asymmetry must vanish; mechanics fixes its size, and could reverse its sign.

Full minimisation was tested against this law at $\bar u=0.015$ nm. Extrapolated to zero contrast, their ratio is 1.000 for clamped and for relaxed spacings. With clamped planes, the fitted power of the contrast is 1.999 for two differing parameters and 3.001 for one.

## How large: a worked example

Take one-cell layers with a 0.4 nm cell, $Z=7$, $\varepsilon_\infty=5$ and $\kappa=3180$ eV/nm², which give $J=2771$ eV/nm². The components are:

| Component | $b$ (eV) | $\rho$ (nm) | $f$ (eV/nm) |
|---|---:|---:|---:|
| A | 0.55 | 0.020 | 27.50 |
| B | 0.65 | 0.020 | 32.50 |
| C | 0.60 | 0.021 | 28.57 |

With clamped planes the ABC wells lie at $-27.0$ and $+27.1$ uC/cm². At the mean well displacement, $0.01543$ nm, the A–B term vanishes because $\rho_A=\rho_B$. The other two give

$$(f_Bf_C-f_Cf_A)\sinh(0.7350-0.7717)=-5.25\ {\rm eV^2/nm^2}.$$

The odd energy hardly moves the minima, and a small shift of a minimum changes its energy only at second order. The well difference is therefore about twice the odd energy. With $G=2.967\times10^{-4}$ nm²/eV,

$$E_+-E_-\approx2(2.967\times10^{-4})(-5.25)\ {\rm eV}=-3.12\ {\rm meV}.$$

Full minimisation gives $-3.13$ meV per period. The barrier is 53.2 meV from the lower well and 50.1 meV from the upper one. CBA gives $+3.13$ meV. In ABC, $P=0$ is not even stationary: the slope there is $-0.138$ eV/nm, and the barrier top lies at $-0.28$ uC/cm².

ABAB has wells at $\pm21.5$ uC/cm², equal to numerical precision. Its barrier is 14.3 meV per two-cell period, or 7.2 meV per cell against about 17 meV per cell for ABC. It is lower per cell mainly because its mean repulsive stiffness at $\bar u=0$, the average of $2b/\rho^2$, is 3000 eV/nm² against 2907 eV/nm² for ABC, and so cancels more of $\kappa$.

The applied field that equalises the ABC wells is the energy difference divided by the dipole difference:

$$\frac{-3.13\times10^{-3}}{3\times7\times0.03087}\ {\rm V/nm}=-0.048\ {\rm MV/cm}.$$

The built-in bias thus favours positive $P$. The uniform switching fields are $+2.41$ and $-2.50$ MV/cm, centred at $-0.046$ MV/cm. For ABAB they are $\pm1.29$ MV/cm.

## Model and real films

The cell size and polarisation are in the rough range of titanate superlattices such as BaTiO₃/SrTiO₃/CaTiO₃, but A, B and C are not fitted to these materials. The uniform switching fields approach a rough breakdown field of a few MV/cm. Real films usually switch by domain nucleation and wall motion at much lower fields, so a bias of this size could matter more there than the uniform fields suggest.

Each change below is made alone, starting from the clamped ABC example.

| Change | $E_+-E_-$ (meV per period) |
|---|---:|
| None | $-3.13$ |
| Spacings relaxed at fixed period, $\kappa$ and $J$ held fixed | $-0.73$ |
| Period increased by 0.5%, $\kappa$ and $J$ held fixed | $-3.22$ |
| 20% cation intermixing | $-1.52$ |
| Incomplete screening, 20 nm film | $-3.10$ |

Spacing relaxation reduces the difference by a factor of about four. If the volume of each cell in the field energy follows its spacing, the value moves from $-0.73$ to $-0.85$ meV. Here $K$ is chosen so that $H_{ss}$ at $\bar u=0$ is 749 eV/nm², the stiffness of one cell for a rough elastic modulus of 300 GPa. Even the sign depends on this choice. The numerator of $G=(H^{-1})_{uu}-\tfrac14(H^{-1})_{ss}$ is $H_{ss}-H_{uu}/4=K+(\kappa-J)/4$, so the two responses cancel at $K=(J-\kappa)/4$. Here $J<\kappa$, so this $K$ is negative, about $-102$ eV/nm² against $+22$ eV/nm² at 300 GPa: at this $J$ the reversal requires the forces other than the repulsion to soften the cell, and it does not occur for $K\ge0$. For the present parameters the cancellation corresponds to a modulus of about 250 GPa; for a softer cell the difference changes sign, and a larger $J$ acts in the same direction. The example therefore predicts neither the size nor the sign of the bias in a real film. Free relaxation of the period and octahedral tilts were not computed.

Intermixing acts through the area. If a fraction $x$ of each plane is replaced equally by the other two components, its potential becomes $(1-3x/2)V_s+(3x/2)\bar V$. The triangle's sides shrink by $1-3x/2$ and its area by the square, 0.49 for $x=0.2$. Full minimisation gives 0.486.

The screening case uses a rough screening length of 0.01 nm at identical electrodes. Its extra energy is even in $P$, so it cannot itself create a difference.

At 300 K, $k_BT=25.9$ meV. In the clamped example, about eight periods in one in-plane cell must switch together before the well difference reaches $k_BT$.

## What to do about it

To avoid a compositional bias, choose a sequence that reads the same backwards up to a shift, such as ABAB or ABCB, and keep the M cation common. A finite film also needs matching ends: A(BA)$_N$ with an AO-type plane at both ends, between identical electrodes, keeps the mirror, whereas (AB)$_N$ does not. A composition gradient or an uneven distribution of charged defects can break it again.

To obtain a bias, use ABC with components that form a triangle, not a line, in the plane of two relevant properties, together with sharp interfaces and short periods. This favours the second-order term, but does not guarantee a large value, because the mechanical factor $G$ may be small.

To identify the origin of a measured loop shift, compare ABC and CBA films of equal thickness with the same electrodes, end layers and processing. The compositional part changes sign; a bias from unequal electrodes does not. If both are small enough to add, half the difference of the two shifts gives the compositional part and half the sum gives the rest. Differences in end layers or defects between the films would spoil this separation.

The numerical output below lists the parameters and main results; a few intermediate values follow from the formulas above.

## Calculated quantities

```
z-reversing operations: AB, ABC, ABCB = 8 0 8
same, AB with B cation alternating too = 0
cell edge = 0.4 nm, charge Z = 7.0 e, eps_inf = 5.0
component A: B = 0.55 eV, rho = 0.020 nm
component B: B = 0.65 eV, rho = 0.020 nm
component C: B = 0.60 eV, rho = 0.021 nm
kappa = 3180 eV/nm^2, J = 2771 eV/nm^2
test displacement = 0.015 nm
odd energy, ABC, ions free = -1.5452 meV
odd energy, ABC, equal shifts = 2.2e-13 meV (magnitude)
odd energy, AB, kappa -/+ 60 eV/nm^2 = -3.3624 meV
full/area law, zero contrast, clamped = 1.00000
full/area law, zero contrast, spacings free = 1.00000
power of contrast, two parameters = 1.999
power of contrast, one parameter = 3.001
ratio of one-parameter coefficients = 0.9993
ABC well displacements = -0.015408, 0.015459 nm
ABC well polarisations = -27.001, 27.091 uC/cm2
ABC barrier top at P = -0.281 uC/cm2
ABC barrier from P<0 well = 50.117 meV per period
ABC barrier from P>0 well = 53.248 meV per period
ABC E(P>0 well)-E(P<0 well) = -3.1309 meV per period
CBA same difference = 3.1309 meV per period
ABC slope dE/du at mean u = 0: -0.1381 eV/nm
mean well displacement = 0.015434 nm
area sum there = -5.2508 eV^2/nm^2, G = 2.9671e-04 nm^2/eV
area-law estimate of difference = -3.1159 meV per period
AB well polarisations = -21.455, 21.455 uC/cm2
AB barrier = 14.342 meV per period
AB well difference = 8.9e-13 meV (magnitude)
field that equalises ABC wells = -0.0483 MV/cm
ABC uniform switching fields = 2.4085, -2.5008 MV/cm
ABC centre of switching fields = -0.0462 MV/cm
AB uniform switching fields = 1.2883, -1.2883 MV/cm
elastic modulus (rough) = 300 GPa
cell stiffness = 749.0 eV/nm^2
G with spacings free = 6.9396e-05 nm^2/eV
difference, spacings free = -0.7347 meV per period
difference, period +0.5 % = -3.2247 meV per period
difference, 20 % intermixing = -1.5206 meV per period
intermixing factor: full 0.4857, area law 0.4900
screening length = 0.01 nm, film = 20 nm (rough)
difference, incomplete screening = -3.0967 meV per period
kT at 300 K = 25.852 meV
periods switching together for difference = kT: 8.26
```
